# Ideal streaming drift velocity in a two-dimensional channel, and its limits: test program

```python
# Result under test: ideal streaming drift velocity v_s = sqrt(E0/(2 m)).
# A carrier of mass m accelerates from rest to the phonon energy E0, emits
# one phonon at once and restarts from rest.
# Symbols: p0, v0 = threshold momentum and speed; T = p0/(e F) = period;
# W = phonon coupling rate; N = phonon occupation; A = acoustic rate.
# Ensemble units: momentum p0, velocity v0, energy E0, time in seconds.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

e, hbar, kB = const.e, const.hbar, const.k
phonon_meV, mass_ratio, temperature = 48.0, 0.5, 300.0
E0 = phonon_meV * 1e-3 * e
m = mass_ratio * const.m_e
W, A = 3.0e13, 5.0e12
p0 = np.sqrt(2 * m * E0)
v0 = p0 / m
v_s = np.sqrt(E0 / (2 * m))
kT = kB * temperature
N = 1 / np.expm1(E0 / kT)
MV_CM = 1e8  # V/m in one MV/cm


def period(field):
    return p0 / (e * field * MV_CM)


def step_motion(field, cycles=20, dt=5e-17):
    """Newton's equation in small time steps with instant emission."""
    v = x = t = energy_time = 0.0
    done = 0
    dv = e * field * MV_CM / m * dt
    while done < cycles:
        x += (v + dv / 2) * dt
        v += dv
        t += dt
        energy = m * v * v / 2
        energy_time += energy * dt
        if energy >= E0:
            v = 0.0
            done += 1
    return x / t, energy_time / t


stepped = {}
for field in (0.02, 0.05):
    stepped[field] = step_motion(field)
    assert abs(stepped[field][0] / v_s - 1) < 3e-3  # time-step error
    assert abs(stepped[field][1] / (E0 / 3) - 1) < 5e-3
assert abs(v_s * 100 / 9.2e6 - 1) < 0.005


def cold_cycles(g, seed, particles=200000, burn=5, cycles=20):
    """Velocity / v_s for finite emission rate g = W T, cold lattice."""
    rng = np.random.default_rng(seed)
    px = np.zeros(particles)
    py = np.zeros(particles)
    distance = duration = 0.0
    for cycle in range(burn + cycles):
        delay = rng.exponential(1 / g, particles)
        end = np.sqrt(1 - py**2) + delay
        if cycle >= burn:
            distance += np.sum(end**2 - px**2) / 2
            duration += np.sum(end - px)
        left = end**2 + py**2 - 1
        assert left.max() < 1  # next flight starts below threshold
        angle = rng.uniform(0, 2 * np.pi, particles)
        px = np.sqrt(left) * np.cos(angle)
        py = np.sqrt(left) * np.sin(angle)
    return 2 * distance / duration


cold = {g: cold_cycles(g, 10 + g) for g in (60, 120)}
for g, ratio in cold.items():
    # statistical error plus the next order in 1/g
    assert abs(g * (1 - ratio) - 0.5) < 0.04


def ensemble(field, occupation, acoustic, seed, particles=10000,
             burn=300, flights=500, thermalize=False):
    """Constant total rate: pre-collision averages equal time averages.

    Acoustic events are elastic; with thermalize=True they have the same
    rate but redraw the energy from the thermal distribution.
    """
    rng = np.random.default_rng(seed)
    total = W * (2 * occupation + 1) + acoustic
    T = period(field)
    spread = np.sqrt(kT / E0 / 2)
    px = rng.normal(0, spread, particles)
    py = rng.normal(0, spread, particles)
    velocity = above = valley = 0.0
    emit = W * (occupation + 1)
    absorb = emit + W * occupation
    for flight in range(burn + flights):
        px = px + rng.exponential(1 / (total * T), particles)
        energy = px**2 + py**2
        if flight >= burn:
            velocity += px.mean() / flights
            above += np.mean(energy > 1) / flights
            valley += np.mean(energy > 0.2 * e / E0) / flights
        pick = rng.uniform(0, total, particles)
        emitted = (pick < emit) & (energy > 1)
        absorbed = (pick >= emit) & (pick < absorb)
        real = emitted | (pick >= emit)
        new = energy - emitted + absorbed
        if thermalize:
            redrawn = rng.exponential(kT / E0, particles)
            new = np.where(pick >= absorb, redrawn, new)
        angle = rng.uniform(0, 2 * np.pi, particles)
        radius = np.sqrt(np.maximum(new, 0))
        px = np.where(real, radius * np.cos(angle), px)
        py = np.where(real, radius * np.sin(angle), py)
    growth = new.mean() / ((burn + flights) / total)
    return velocity, above, valley, growth


fields = (0.01, 0.02, 0.05)
models = (("emission only", 0.0, 0.0), ("plus absorption", N, 0.0),
          ("plus acoustic", N, A))
runs = {}
for i, field in enumerate(fields):
    for j, (name, occ, ac) in enumerate(models):
        out = ensemble(field, occ, ac, 100 + 10 * i + j)
        runs[field, name] = out
        gain = 2 * out[0] / period(field)
        loss = W * (occ + 1) * out[1] - W * occ
        assert abs(loss / gain - 1) < (0.15 if field < 0.015 else 0.06), \
            (field, name, loss / gain)  # sampling noise, cancelling terms
    speeds = [runs[field, name][0] for name, _, _ in models]
    assert speeds[0] > speeds[1] > speeds[2]
g_low = W * period(0.01)
assert abs(2 * runs[0.01, "emission only"][0] - (1 - 0.5 / g_low)) < 0.01

# Thermal mobility by quadrature against a driven, thermalized ensemble.
# The elastic ensemble conserves energy modulo E0 in collisions, so its
# driven distribution is not thermal and its mobility must be lower.
G = W * (2 * N + 1) + A
below_rate = W * N + A
edge = E0 / kT
tau = (quad(lambda x: x * np.exp(-x), 0, edge)[0] / below_rate
       + quad(lambda x: x * np.exp(-x), edge, np.inf)[0] / G)
mobility = e * tau / m
low_field = 0.003
response = {}
for thermalize in (True, False):
    low = ensemble(low_field, N, A, 7, particles=40000,
                   thermalize=thermalize)
    response[thermalize] = low[0] * v0 / (low_field * MV_CM)
assert abs(response[True] / mobility - 1) < 0.06, \
    response[True] / mobility  # noise and finite-field change
assert response[False] < response[True], response

# Above the runaway field the energy must grow at the predicted rate
F_r = np.sqrt(m * G * W * E0) / e / MV_CM
growth = ensemble(2 * F_r, N, A, 8)[3]
growth_formula = 3 * W
assert abs(growth / growth_formula - 1) < 0.08, growth / growth_formula

# Nonparabolic band E(1 + a E) = p^2/(2m), a = 1 per eV
a = 1.0 / e
p_np = np.sqrt(2 * m * E0 * (1 + a * E0))


def band_speed(s):
    p = s * p_np
    return p / m / np.sqrt(1 + 2 * a * p * p / m)


v_np = quad(band_speed, 0, 1)[0]
factor_np = 1 / np.sqrt(1 + a * E0)
assert abs(v_np / v_s - factor_np) < 1e-8

# Equilibrium band-bottom occupation, two spins and two valleys
dos = 4 * m / (2 * np.pi * hbar**2)
occupancy = {}
for density in (1e12, 1e13):
    f0 = -np.expm1(-density * 1e4 / (dos * kT))
    shift = np.log(f0 / (1 - f0))
    count = quad(lambda x: 1 / (np.exp(x - shift) + 1), 0, 60)[0]
    assert abs(count * dos * kT / (density * 1e4) - 1) < 1e-6
    occupancy[density] = f0

print(f"phonon energy: {phonon_meV:.1f} meV; mass: {mass_ratio} m_e")
print(f"temperature: {temperature:.0f} K; kT: {kT/e*1e3:.2f} meV")
print(f"coupling rate W: {W:.1e} 1/s; acoustic rate A: {A:.1e} 1/s")
print(f"phonon occupation N: {N:.4f}")
print(f"threshold momentum p0: {p0:.4e} kg m/s")
print(f"threshold speed v0: {v0*100:.4e} cm/s")
print(f"IDEAL STREAMING VELOCITY: {v_s*100:.4e} cm/s")
print(f"ideal mean energy E0/3: {E0/3/e*1e3:.2f} meV")
for field, (v, energy) in stepped.items():
    print(f"time stepping, {field} MV/cm: {v*100:.3e} cm/s, "
          f"mean energy {energy/e*1e3:.2f} meV")
for g, ratio in cold.items():
    print(f"cold cycles, W T = {g}: v/v_s = {ratio:.5f}; "
          f"first order {1-0.5/g:.5f}")
for field in fields:
    T = period(field)
    print(f"{field} MV/cm: period {T*1e15:.1f} fs, "
          f"cycle length {E0/(e*field*MV_CM)*1e9:.2f} nm")
    print(f"  events per period below threshold {below_rate*T:.2f}; "
          f"emission rate times period {W*(N+1)*T:.2f}")
    for name, _, _ in models:
        v = runs[field, name][0]
        print(f"  {name}: {v*v0*100:.2e} cm/s, v/v_s = {2*v:.3f}")
full = runs[0.05, "plus acoustic"]
print(f"0.05 MV/cm, full model: fraction above E0 {full[1]:.3f}")
print(f"0.05 MV/cm, full model: fraction above 0.2 eV {full[2]:.1e}")
print(f"100 nm channel at 0.05 MV/cm: voltage {0.05*MV_CM*1e-7:.2f} V, "
      f"ideal cycles {e*0.05*MV_CM*1e-7/E0:.1f}")
print(f"thermal mobility, quadrature: {mobility*1e4:.0f} cm2/Vs")
print(f"thermalized ensemble at {low_field} MV/cm: "
      f"{response[True]*1e4:.0f} cm2/Vs")
print(f"elastic-acoustic ensemble at {low_field} MV/cm: "
      f"{response[False]*1e4:.0f} cm2/Vs")
print(f"runaway field of constant-rate model: {F_r:.3f} MV/cm")
print(f"energy growth at twice that field / prediction: "
      f"{growth/growth_formula:.3f}")
print(f"nonparabolic factor (1 per eV): {factor_np:.4f}, "
      f"velocity {v_np*100:.3e} cm/s")
for change in (0.9, 1.1):
    print(f"mass along field times {change}: "
          f"{np.sqrt(E0/(2*m*change))*100:.3e} cm/s")
for density, f0 in occupancy.items():
    print(f"band-bottom occupation at {density:.0e} cm^-2: {f0:.3f}")
print(f"rough 1.8 eV gap / phonon energy: {1.8*e/E0:.1f}")
print("verified")
```

Output:

```
phonon energy: 48.0 meV; mass: 0.5 m_e
temperature: 300 K; kT: 25.85 meV
coupling rate W: 3.0e+13 1/s; acoustic rate A: 5.0e+12 1/s
phonon occupation N: 0.1851
threshold momentum p0: 8.3699e-26 kg m/s
threshold speed v0: 1.8376e+07 cm/s
IDEAL STREAMING VELOCITY: 9.1882e+06 cm/s
ideal mean energy E0/3: 16.00 meV
time stepping, 0.02 MV/cm: 9.190e+06 cm/s, mean energy 16.01 meV
time stepping, 0.05 MV/cm: 9.190e+06 cm/s, mean energy 16.02 meV
cold cycles, W T = 60: v/v_s = 0.99183; first order 0.99167
cold cycles, W T = 120: v/v_s = 0.99596; first order 0.99583
0.01 MV/cm: period 522.4 fs, cycle length 48.00 nm
  events per period below threshold 5.51; emission rate times period 18.57
  emission only: 8.93e+06 cm/s, v/v_s = 0.972
  plus absorption: 2.78e+06 cm/s, v/v_s = 0.303
  plus acoustic: 1.86e+06 cm/s, v/v_s = 0.202
0.02 MV/cm: period 261.2 fs, cycle length 24.00 nm
  events per period below threshold 2.76; emission rate times period 9.29
  emission only: 8.87e+06 cm/s, v/v_s = 0.966
  plus absorption: 4.28e+06 cm/s, v/v_s = 0.465
  plus acoustic: 3.24e+06 cm/s, v/v_s = 0.352
0.05 MV/cm: period 104.5 fs, cycle length 9.60 nm
  events per period below threshold 1.10; emission rate times period 3.71
  emission only: 9.75e+06 cm/s, v/v_s = 1.061
  plus absorption: 6.64e+06 cm/s, v/v_s = 0.722
  plus acoustic: 5.71e+06 cm/s, v/v_s = 0.621
0.05 MV/cm, full model: fraction above E0 0.323
0.05 MV/cm, full model: fraction above 0.2 eV 1.8e-02
100 nm channel at 0.05 MV/cm: voltage 0.50 V, ideal cycles 10.4
thermal mobility, quadrature: 219 cm2/Vs
thermalized ensemble at 0.003 MV/cm: 213 cm2/Vs
elastic-acoustic ensemble at 0.003 MV/cm: 202 cm2/Vs
runaway field of constant-rate model: 0.137 MV/cm
energy growth at twice that field / prediction: 0.999
nonparabolic factor (1 per eV): 0.9768, velocity 8.975e+06 cm/s
mass along field times 0.9: 9.685e+06 cm/s
mass along field times 1.1: 8.761e+06 cm/s
band-bottom occupation at 1e+12 cm^-2: 0.088
band-bottom occupation at 1e+13 cm^-2: 0.604
rough 1.8 eV gap / phonon energy: 37.5
verified
```
